**Photon waiting times and counting noise of a driven two-level atom**

The program tests the waiting-time density of resonance fluorescence and the long-time Mandel parameter Q = −2Ω²(3Γ²−4Δ²)/(Γ²+4Δ²+2Ω²)², where Γ is the decay rate, Ω the Rabi frequency and Δ the laser detuning. It asserts that the resonant density agrees with direct propagation under the non-Hermitian Hamiltonian for overdamped, critical and oscillating drive. Moments, Laplace transforms and the renewal relation are compared with numerical integrals, with and without detuning. The long-time noise is obtained independently from the dominant eigenvalue of a photon-counting generator, and a numerical search on that result finds the minimum Q = −0.75 at Ω/Γ = 0.7071 and Δ = 0. A number-resolved master equation tests the finite-time formulas and the scaling of Q with detection efficiency. For Γ = 10⁸ s⁻¹ at the optimum, the output shows a mean wait of 40 ns with a standard deviation of 20 ns. In 1000 ns it gives 25 counts on average with variance 6.41, where Poisson counts would have variance 25.

## Program and output

```python
# Result under test: photon waiting times and counting noise of a driven two-level atom.
# On resonance w(t) = (G O^2/lam^2) exp(-G t/2) sin^2(lam t/2), lam^2 = O^2 - G^2/4,
# and the long-time Mandel parameter is, for detuning D,
#   Q = -2 O^2 (3 G^2 - 4 D^2) / (G^2 + 4 D^2 + 2 O^2)^2,
# with global minimum -3/4 at D = 0, O = G/sqrt(2).
# G: spontaneous decay rate, O: Rabi frequency, D: laser minus atom frequency.
# All photons are counted unless an efficiency eta is given.
# Density matrices are flattened row by row in the basis (ground, excited).
import cmath
import numpy as np
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.optimize import minimize, minimize_scalar
from scipy.stats import poisson

LOWER = np.array([[0, 1], [0, 0]], dtype=complex)
EXCITED = np.diag([0.0, 1.0]).astype(complex)
ONE = np.eye(2)
TRACE = np.array([1, 0, 0, 1], dtype=complex)


def effective_h(G, O, D):
    return -(D + 0.5j * G) * EXCITED + 0.5 * O * (LOWER + LOWER.T)


def generators(G, O, D):
    """No-photon generator and photon-emission (jump) generator."""
    h = effective_h(G, O, D)
    no_photon = -1j * (np.kron(h, ONE) - np.kron(ONE, h.conj()))
    return no_photon, G * np.kron(LOWER, LOWER)


def steady_state(G, O, D):
    no_photon, jump = generators(G, O, D)
    system = np.vstack([no_photon + jump, TRACE])
    return np.linalg.lstsq(system, np.array([0, 0, 0, 0, 1.0]), rcond=None)[0]


def wait_direct(t, G, O, D=0.0):
    amplitude = expm(-1j * effective_h(G, O, D) * t)[:, 0]
    return G * abs(amplitude[1])**2


def wait_formula(t, G, O):
    lam = cmath.sqrt(O**2 - G**2 / 4)
    shape = t**2 / 4 if abs(lam) < 1e-12 else (cmath.sin(lam * t / 2) / lam)**2
    return (G * O**2 * np.exp(-G * t / 2) * shape).real


def laplace_wait(s, G, O, D):
    p = s + G / 2
    R = 0.5 * O**2 * p / (p**2 + D**2)
    return 1 / (1 + 2 * s / G + s * (s + G) / (G * R))


def mean_wait(G, O, D):
    return (G**2 + 4 * D**2 + 2 * O**2) / (G * O**2)


def mandel_formula(G, O, D=0.0):
    return -2 * O**2 * (3 * G**2 - 4 * D**2) / (G**2 + 4 * D**2 + 2 * O**2)**2


def g2_formula(t, G, O):
    kap = cmath.sqrt(O**2 - G**2 / 16)
    osc = cmath.cos(kap * t) + 3 * G / (4 * kap) * cmath.sin(kap * t)
    return 1 - (np.exp(-0.75 * G * t) * osc).real


def mandel_late(T, G, O):
    S = G**2 + 2 * O**2
    return mandel_formula(G, O) + 2 * G * O**2 * (7 * G**2 - 4 * O**2) / (S**3 * T)


def counting_cumulants(G, O, D):
    """Rate and variance growth from the dominant eigenvalue of the tilted generator."""
    no_photon, jump = generators(G, O, D)
    h = 0.02
    th = [np.linalg.eigvals(no_photon + np.exp(j * h) * jump).real.max()
          for j in (-2, -1, 0, 1, 2)]
    first = (th[0] - 8 * th[1] + 8 * th[3] - th[4]) / (12 * h)
    second = (-th[0] + 16 * th[1] - 30 * th[2] + 16 * th[3] - th[4]) / (12 * h**2)
    return first, second


def count_distribution(T, G, O, eta=1.0, size=60):
    """Number-resolved master equation, started in the steady state."""
    no_photon, jump = generators(G, O, 0.0)
    big = np.kron(np.eye(size), no_photon + (1 - eta) * jump)
    big = big + np.kron(np.eye(size, k=-1), eta * jump)
    start = np.zeros(4 * size, dtype=complex)
    start[:4] = steady_state(G, O, 0.0)
    final = (expm(big * T) @ start).reshape(size, 4)
    return (final @ TRACE).real


def count_stats(prob):
    n = np.arange(len(prob))
    mean = prob @ n
    var = prob @ (n - mean)**2
    return mean, var, var / mean - 1


# Waiting-time density: overdamped, critical and oscillating drive
for G, O in [(1.0, 0.4), (2.0, 1.0), (1.3, 2.0)]:
    for t in (0.3, 1.7, 6.0):
        assert abs(wait_direct(t, G, O) - wait_formula(t, G, O)) < 1e-9

# Transform, moments, renewal relation and long-time noise, with and without detuning
grid = np.linspace(0, 300, 30001)
cases = [(1.0, 0.4, 0.0), (2.0, 1.0, 0.0), (1.3, 2.0, 0.0),
         (1.0, 1.0, 1.0), (1.5, 0.9, 0.4)]
for G, O, D in cases:
    step = expm(-1j * effective_h(G, O, D) * grid[1])
    no_photon, jump = generators(G, O, D)
    full_step = expm((no_photon + jump) * grid[1])
    psi = np.array([1, 0], dtype=complex)
    rho = np.array([1, 0, 0, 0], dtype=complex)
    w = np.empty(len(grid))
    f = np.empty(len(grid))
    for i in range(len(grid)):
        w[i] = G * abs(psi[1])**2
        f[i] = G * rho[3].real
        psi = step @ psi
        rho = full_step @ rho
    s = 0.3
    W_num = simpson(w * np.exp(-s * grid), x=grid)
    F_num = simpson(f * np.exp(-s * grid), x=grid)
    m1 = simpson(w * grid, x=grid)
    m2 = simpson(w * grid**2, x=grid)
    assert abs(simpson(w, x=grid) - 1) < 1e-6
    assert abs(W_num - laplace_wait(s, G, O, D)) < 1e-6
    assert abs(F_num - W_num / (1 - W_num)) < 1e-6
    assert abs(m1 / mean_wait(G, O, D) - 1) < 1e-6
    assert abs(m2 / m1**2 - 2 - mandel_formula(G, O, D)) < 1e-5
    rate, growth = counting_cumulants(G, O, D)
    assert abs(rate * mean_wait(G, O, D) - 1) < 1e-5
    assert abs(growth / rate - 1 - mandel_formula(G, O, D)) < 1e-5
    assert abs(G * steady_state(G, O, D)[3].real - rate) < 1e-6
    if D == 0:
        for i in (50, 200, 700):
            assert abs(f[i] * m1 - g2_formula(grid[i], G, O)) < 1e-5

# Pair-counting integral at short counting time, against the photon-number distribution
G, O, T = 1.3, 2.0, 3.0
integral = quad(lambda t: (1 - t / T) * (g2_formula(t, G, O) - 1), 0, T)[0]
q_short = count_stats(count_distribution(T, G, O, size=30))[2]
assert abs(2 * integral / mean_wait(G, O, 0.0) - q_short) < 1e-8
q_late = count_stats(count_distribution(40.0, G, O))[2]
assert abs(q_late - mandel_late(40.0, G, O)) < 1e-7


# Global minimum, searched on the eigenvalue result and not on the formula
def noise_search(x):
    rate, growth = counting_cumulants(1.0, x[0], x[1])
    return growth / rate - 1


best = minimize(noise_search, [1.0, 0.3], method="Nelder-Mead",
                options={"xatol": 1e-5, "fatol": 1e-10})
assert abs(best.x[0] - 1 / np.sqrt(2)) < 1e-3 and abs(best.x[1]) < 1e-3
assert abs(best.fun + 0.75) < 1e-6
# Best drive at fixed detuning, and its noise
D = 0.4
fixed = minimize_scalar(lambda o: noise_search([o, D]), bounds=(0.3, 2.0),
                        method="bounded", options={"xatol": 1e-6})
assert abs(fixed.x - np.sqrt((1 + 4 * D**2) / 2)) < 1e-3
assert abs(fixed.fun + (3 - 4 * D**2) / (4 * (1 + 4 * D**2))) < 1e-6

# Worked example: times in ns, rates in 1/ns
gamma_si = 1.0e8
G = gamma_si * 1e-9
O = G / np.sqrt(2)
peak = minimize_scalar(lambda t: -wait_direct(t, G, O), bounds=(5, 80),
                       method="bounded", options={"xatol": 1e-7})
assert abs(peak.x - np.pi / G) < 1e-3
zero_time = 4 * np.pi / G
assert wait_direct(zero_time, G, O) < 1e-12
fine = np.linspace(0, 1000, 4001)
density = np.array([wait_direct(t, G, O) for t in fine])
mean_t = simpson(density * fine, x=fine)
sd_t = np.sqrt(simpson(density * fine**2, x=fine) - mean_t**2)
assert abs(mean_t - 4 / G) < 1e-4 and abs(sd_t - 2 / G) < 1e-4
silent = {}
for t in (10.0, 40.0, 100.0):
    psi = expm(-1j * effective_h(G, O, 0.0) * t)[:, 0]
    silent[t] = np.vdot(psi, psi).real
    x = G * t / 2
    assert abs(silent[t] - np.exp(-x) * (2 + np.sin(x) - np.cos(x))) < 1e-10

T = 1000.0
prob = count_distribution(T, G, O)
assert abs(prob.sum() - 1) < 1e-9
mean_n, var_n, q_T = count_stats(prob)
assert abs(q_T - (-0.75 + 5 / (8 * G * T))) < 1e-7
eta = 0.1
mean_eta, var_eta, q_eta = count_stats(count_distribution(T, G, O, eta=eta))
assert abs(q_eta - eta * q_T) < 1e-7

print(f"decay rate Gamma = {gamma_si:.3e} s^-1")
print(f"Rabi frequency Gamma/sqrt(2) = {O * 1e9:.4e} rad/s")
print(f"lifetime 1/Gamma = {1 / G:.2f} ns")
print(f"most likely wait = {peak.x:.2f} ns")
print(f"density at that wait = {-peak.fun:.5f} ns^-1")
print(f"first later zero of density = {zero_time:.2f} ns")
print(f"mean wait = {mean_t:.3f} ns")
print(f"standard deviation of wait = {sd_t:.3f} ns")
print(f"variance/mean^2 of wait = {(sd_t / mean_t)**2:.5f} (no unit)")
print(f"steady photon rate = {1e9 / mean_t:.4e} s^-1")
for t, value in silent.items():
    print(f"no photon up to {t:.0f} ns: atom {value:.5f}, "
          f"exponential law of same mean {np.exp(-t / mean_t):.5f}")
print(f"counting time T = {T:.0f} ns")
print(f"mean count = {mean_n:.4f} photons")
print(f"count variance = {var_n:.4f} (no unit)")
print(f"count standard deviation = {np.sqrt(var_n):.4f} photons")
print(f"Poisson standard deviation = {np.sqrt(mean_n):.4f} photons")
print(f"Q(T) = {q_T:.5f} (no unit)")
print(f"long-time Q = {mandel_formula(G, O):.5f} (no unit)")
print(f"probability of 25 counts: atom {prob[25]:.5f}, "
      f"Poisson {poisson.pmf(25, mean_n):.5f}")
print(f"efficiency {eta:.1f}: mean count {mean_eta:.4f}, "
      f"variance {var_eta:.4f}, Q(T) {q_eta:.6f}")
print(f"numerical minimum: Omega/Gamma = {best.x[0]:.4f}, "
      f"|Delta|/Gamma = {abs(best.x[1]):.4f}, Q = {best.fun:.5f}")
for ratio in (0.1, 0.3, 0.5, 1 / np.sqrt(2), 1.0, 2.0, 5.0):
    rate, growth = counting_cumulants(1.0, ratio, 0.0)
    q_num = growth / rate - 1
    assert abs(q_num - mandel_formula(1.0, ratio)) < 1e-4
    print(f"resonance, Omega/Gamma = {ratio:.4f}: Q = {q_num:.4f}")
rate, growth = counting_cumulants(1.0, 1.0, 1.0)
print(f"Omega = Delta = Gamma: Q = {growth / rate - 1:.4f} (no unit)")
print("PASS")
```

Printed output:

```
decay rate Gamma = 1.000e+08 s^-1
Rabi frequency Gamma/sqrt(2) = 7.0711e+07 rad/s
lifetime 1/Gamma = 10.00 ns
most likely wait = 31.42 ns
density at that wait = 0.02079 ns^-1
first later zero of density = 125.66 ns
mean wait = 40.000 ns
standard deviation of wait = 20.000 ns
variance/mean^2 of wait = 0.25000 (no unit)
steady photon rate = 2.5000e+07 s^-1
no photon up to 10 ns: atom 0.97157, exponential law of same mean 0.77880
no photon up to 40 ns: atom 0.45005, exponential law of same mean 0.36788
no photon up to 100 ns: atom 0.00510, exponential law of same mean 0.08208
counting time T = 1000 ns
mean count = 25.0000 photons
count variance = 6.4063 (no unit)
count standard deviation = 2.5311 photons
Poisson standard deviation = 5.0000 photons
Q(T) = -0.74375 (no unit)
long-time Q = -0.75000 (no unit)
probability of 25 counts: atom 0.15842, Poisson 0.07952
efficiency 0.1: mean count 2.5000, variance 2.3141, Q(T) -0.074375
numerical minimum: Omega/Gamma = 0.7071, |Delta|/Gamma = 0.0000, Q = -0.75000
resonance, Omega/Gamma = 0.1000: Q = -0.0577
resonance, Omega/Gamma = 0.3000: Q = -0.3878
resonance, Omega/Gamma = 0.5000: Q = -0.6667
resonance, Omega/Gamma = 0.7071: Q = -0.7500
resonance, Omega/Gamma = 1.0000: Q = -0.6667
resonance, Omega/Gamma = 2.0000: Q = -0.2963
resonance, Omega/Gamma = 5.0000: Q = -0.0577
Omega = Delta = Gamma: Q = 0.0408 (no unit)
PASS
```
